# Left and right eigenvectors of the transcorrelated Hamiltonian: cusps and expectation values, part 2

**Setting.** Hartree atomic units are used and all functions are real. The electronic Hamiltonian $H=-\tfrac12\sum_i\nabla_i^2+V$ is self-adjoint, and $T$ denotes its kinetic part. The correlator $\tau$ is a bounded function of the electron coordinates, symmetric under exchange of electrons, and acts by multiplication. The transcorrelated Hamiltonian is $\bar H=e^{-\tau}He^{\tau}$, or explicitly

$$\bar H=H-\sum_i\left[\nabla_i\tau\cdot\nabla_i+\tfrac12\nabla_i^2\tau+\tfrac12(\nabla_i\tau)^2\right].\tag{1}$$

For $H\Psi_n=E_n\Psi_n$, the right and left eigenvectors are $R_n=e^{-\tau}\Psi_n$ and $L_n=e^{\tau}\Psi_n=e^{2\tau}R_n$. They satisfy $\bar HR_n=E_nR_n$ and $\bar H^\dagger L_n=E_nL_n$, and

$$\langle L_m|R_n\rangle=\langle e^{\tau}\Psi_m|e^{-\tau}\Psi_n\rangle=\langle\Psi_m|\Psi_n\rangle .\tag{7}$$

An index is omitted when one state is meant.

**Example.** Two electrons in a singlet are held in a harmonic trap with $\omega=\tfrac12$ hartree. Their separation is $r$. The relative motion has the Hamiltonian $-\nabla_r^2+r^2/16+1/r$, the ground state $\Psi=(1+r/2)e^{-r^2/8}$ and the energy $\tfrac54$ hartree. The correlator is $\tau=(1-e^{-\gamma r})/(2\gamma)$, with $\gamma=\tfrac12$ bohr$^{-1}$ unless another value is stated. A cusp is a nonzero linear term in $r$ at $r=0$. There $\Psi$, $R$ and $L$ equal 1 and have slopes $\tfrac12$, 0 and 1 bohr$^{-1}$, and

$$R=1-\frac{r^2}8+\frac{r^3}{48}+\dots,\qquad L=1+r+\frac{r^2}8-\frac{7r^3}{48}+\dots$$

The numerical check diagonalizes $\bar H$ in 30 functions, polynomials in $r$ (odd powers included) times $e^{-r^2/8}$.

### (f) Expectation values

*Express $\langle\Psi|O|\Psi\rangle/\langle\Psi|\Psi\rangle$ through $L$ and $R$. Treat a multiplicative operator and the kinetic energy separately. What error arises if $R$ is used on both sides, or if the kinetic operator is left untransformed?*

**Solution.** Substitute $\Psi=e^{\tau}R$ on the right and $\Psi=e^{-\tau}L$ on the left, and move the real factor $e^{-\tau}$ across the inner product:

$$\langle\Psi|O|\Psi\rangle=\langle e^{-\tau}L|O|e^{\tau}R\rangle=\langle L|e^{-\tau}Oe^{\tau}|R\rangle .$$

Dividing by (7) with $m=n$,

$$\langle O\rangle=\frac{\langle L|\bar O|R\rangle}{\langle L|R\rangle},\qquad\bar O=e^{-\tau}Oe^{\tau}.\tag{8}$$

The quotient does not change when $L$ and $R$ are multiplied by independent constants. This matters in practice, because a diagonalization fixes neither scale.

*Multiplicative operators.* If $O$ is a function of the coordinates, it commutes with $\tau$ and $\bar O=O$. Behind this is the pointwise identity

$$LR=e^{\tau}\Psi\,e^{-\tau}\Psi=\Psi^2 .$$

The product of the two vectors is the true probability density, although neither vector squared is. The square of the right one is $R^2=e^{-2\tau}\Psi^2$. When $\tau$ increases with $r$, as here, this density is shifted towards small separations.

The direction of the resulting error can be proved. Let $\rho$ be the normalized density of $r$ obtained from $\Psi^2$, and let $w=e^{-2\tau}$. With $R$ on both sides, the mean separation is $\langle rw\rangle/\langle w\rangle$, where the brackets are averages over $\rho$. It differs from $\langle r\rangle$ by

$$\frac{\langle rw\rangle-\langle r\rangle\langle w\rangle}{\langle w\rangle}=\frac1{2\langle w\rangle}\iint\rho(r)\rho(s)\,(r-s)\left[w(r)-w(s)\right]dr\,ds .$$

Expanding the product under the integral gives two equal terms $\langle rw\rangle$ and two equal terms $-\langle r\rangle\langle w\rangle$, which the factor $\tfrac12$ reduces to the left side. Since $w$ decreases, the integrand is never positive, and the mean separation comes out too small. With $L$ on both sides the weight is $e^{2\tau}$, which increases, and the result is too large. For $1/r$, a decreasing function, both signs are reversed.

The computed values for the trap are as follows.

| Quantity | Quadrature over $\Psi$ | $L,R$ | $R,R$ | $L,L$ |
|---|---|---|---|---|
| $\langle r\rangle$ (bohr) | 2.6847 | 2.6847 | 2.3991 | 2.9353 |
| $\langle r^2\rangle$ (bohr$^2$) | 8.2102 | 8.2102 | 6.7618 | 9.5958 |
| $\langle1/r\rangle$ (bohr$^{-1}$) | 0.4474 | 0.4474 | 0.5294 | 0.3932 |

The mixed form reproduces the quadrature. Relative to the exact value, $R$ alone makes the mean separation 11% too small and the repulsion 18% too large. These are errors of the formula, not of the basis, and they persist when $R$ is exact.

*Kinetic energy.* The derivatives act on $e^{\tau}$, so $\bar T$ differs from $T$ by all the terms added to $H$ in part (a). Although $T$ is a sum of one-electron operators, $\bar T$ contains the distances between electrons when $\tau$ is built from pair terms $u(r_{ij})$. A one-electron operator that does not commute with these pair terms acquires terms in several electrons after the transformation.

For the relative motion the cost of omitting the transformation can be found in closed form. Integrate $\langle L|-\nabla_r^2|R\rangle$ by parts:

$$\int\nabla(e^{\tau}\Psi)\cdot\nabla(e^{-\tau}\Psi)=\int(\nabla\Psi+\Psi\nabla\tau)\cdot(\nabla\Psi-\Psi\nabla\tau)=\int|\nabla\Psi|^2-\int\Psi^2|\nabla\tau|^2 .$$

The exponentials have cancelled, and so have the two cross terms. After division by $\langle\Psi|\Psi\rangle$, the untransformed operator gives a kinetic energy that is too small by $\langle|\nabla\tau|^2\rangle$.

In the trap the exact relative kinetic energy is 0.28942 hartree. Formula (8) with $\bar T$ gives 0.28942 hartree, and the bare operator gives 0.26289 hartree. The deficit is 0.02653 hartree, or 9% of the exact value.

The three parts of the relative energy provide a consistency check:

$$0.28942+\frac{8.21023}{16}+0.44744=0.28942+0.51314+0.44744=1.25000\ \text{hartree}.$$

### (g) Errors of approximate vectors

*Suppose $\tilde L=L+\delta L$ and $\tilde R=R+\delta R$ are approximations with $\langle\tilde L|\tilde R\rangle\ne0$. How do the errors enter the energy and other expectation values? In a fixed finite basis, what is the derivative of an eigenvalue of $\bar H$ with respect to a parameter?*

**Solution.** Define $\tilde E=\langle\tilde L|\bar H|\tilde R\rangle/\langle\tilde L|\tilde R\rangle$. Then

$$(\tilde E-E)\langle\tilde L|\tilde R\rangle=\langle L+\delta L|\bar H-E|R+\delta R\rangle .$$

The term with $R$ on the right vanishes because $(\bar H-E)R=0$. What remains is $\langle L+\delta L|\bar H-E|\delta R\rangle$, and its part with $L$ vanishes because $(\bar H^\dagger-E)L=0$. Hence

$$\tilde E-E=\frac{\langle\delta L|\bar H-E|\delta R\rangle}{\langle\tilde L|\tilde R\rangle}.\tag{9}$$

The energy error is a product of the two errors. If $R$ is exact, the energy is exact for any left function that overlaps with it. An approximate right vector can compensate for a poor left one only if $\langle\delta L|\bar H-E|\delta R\rangle$ is small, and a small $\|\delta R\|$ does not guarantee this, because $\bar H-E$ is unbounded. With the ten-function right vector of part (h), whose relative error is $2.5\times10^{-4}$, the left eigenvector in the same basis gives an energy error of $-1.9\times10^{-5}$ hartree, but the left function $e^{-10r^2}$, concentrated near contact, gives $-2.7\times10^{-2}$ hartree. The variational bound is lost: $\delta L$ and $\delta R$ are different functions, so (9) can have either sign. In the ten functions of part (h) the energy error is $-1.9\times10^{-5}$ hartree for $\gamma=\tfrac12$ bohr$^{-1}$ and $+5.8\times10^{-5}$ hartree for $\gamma=1$ bohr$^{-1}$.

For another operator, let $o=\langle O\rangle$ be the exact value. Then $\langle L|\bar O-o|R\rangle=0$ by (8), and the error of the approximate quotient is

$$\frac{\langle L|\bar O-o|\delta R\rangle+\langle\delta L|\bar O-o|R\rangle+\langle\delta L|\bar O-o|\delta R\rangle}{\langle\tilde L|\tilde R\rangle}.$$

In general $R$ is not an eigenvector of $\bar O$, and $L$ is not one of $\bar O^\dagger$. The first-order terms then remain. An error in the left vector, which enters the energy only in a product, enters other properties directly.

Now take a finite orthonormal basis that does not depend on the parameter $\lambda$. Let $M(\lambda)$ be the matrix of $\bar H$, with $Mx=\varepsilon x$ and $y^{T}M=\varepsilon y^{T}$ for a simple real eigenvalue. Differentiating the first equation,

$$\frac{dM}{d\lambda}x+M\frac{dx}{d\lambda}=\frac{d\varepsilon}{d\lambda}x+\varepsilon\frac{dx}{d\lambda}.$$

Multiply from the left by $y^{T}$. The terms with $dx/d\lambda$ are equal and cancel, so

$$\frac{d\varepsilon}{d\lambda}=\frac{y^{T}(dM/d\lambda)\,x}{y^{T}x}.\tag{10}$$

The denominator is not zero for a simple eigenvalue. If $H$ is replaced by $H+\lambda O$ at fixed $\tau$, then $dM/d\lambda$ is the matrix of $\bar O$. The biorthogonal expectation value is thus the response of the computed energy, even in a small basis where both vectors are inexact.

If $\tau$ itself depends on $\lambda$, the product rule gives

$$\frac{\partial\bar H}{\partial\lambda}=e^{-\tau}\frac{\partial H}{\partial\lambda}e^{\tau}+\left[\bar H,\frac{\partial\tau}{\partial\lambda}\right].$$

Between exact eigenvectors the commutator contributes $(E-E)\langle L|\partial\tau/\partial\lambda|R\rangle=0$. In a finite basis it need not vanish, because $\partial\tau/\partial\lambda$ takes the approximate vectors out of the space in which they are eigenvectors.

### (h) The two vectors in a smooth basis

*Expand the trap functions in products of even powers of $r$ and $e^{-r^2/8}$, which have no cusp at $r=0$. How hard are $\Psi$, $R$ and $L$ to represent? Does $L=e^{2\tau}R$ survive in such a basis, and how large is the energy error?*

**Solution.** Let $P$ project onto the first $n$ basis functions, and let $\|f\|^2=\int_0^\infty r^2f^2\,dr$. The norm of the part left out, $\|(1-P)f\|$, is the smallest error that any combination of these functions can reach. The values, in bohr$^{3/2}$, are

| $n$ | $\Psi$ | $R$ | $L$ |
|---|---|---|---|
| 10 | 0.0217 | 0.00049 | 0.0446 |
| 20 | 0.0088 | 0.00013 | 0.0177 |
| 40 | 0.0036 | 0.00003 | 0.0073 |

These are absolute errors of functions scaled to 1 at $r=0$. On this scale, with 40 functions the error of $R$ is about 120 times smaller than that of $\Psi$, while the error of $L$ is 2.01 times that of $\Psi$. The factor near 2 follows from the cusps. Consider $D=L-2\Psi$. Its linear term is $1-2\cdot\tfrac12=0$, so $D$ has no cusp, and

$$(1-P)L=2(1-P)\Psi+(1-P)D .$$

If the cusp-free function $D$ is represented about as easily as the cusp-free $R$, the last term is small and the errors of $L$ and $\Psi$ stand in the ratio 2. The expansions support the premise: the $r^3$ coefficient of $\Psi$ is $-\tfrac1{16}$, so the first odd term of $D$ is $(-\tfrac7{48}+\tfrac6{48})r^3=-r^3/48$, of the same size as the term $r^3/48$ in $R$. The norm of $(1-P)D$ is 0.0013, 0.00020 and 0.00004 bohr$^{3/2}$ for $n=10$, 20 and 40. This is 2.8, 1.6 and 1.3 times the error of $R$ and at most 3% of the error of $L$, so the premise holds more closely as the basis grows. The computed ratio is 2.06, 2.02 and 2.01 for the three basis sizes, which agrees with it.

The factor 2 belongs to the scale fixed at contact, not to errors measured against each function's own norm. Here $\|\Psi\|^2=\int_0^\infty r^2(1+r+r^2/4)e^{-r^2/4}dr=2\sqrt\pi+8+3\sqrt\pi$, so $\|\Psi\|=4.106$, and for $n=10$ the error of $\Psi$ is $5.3\times10^{-3}$ of its norm. The approximate left vector found below lies in the same ten functions and misses $L$ by $5.3\times10^{-3}$ of $\|L\|$, so the projection error of $L$ is at most that. Relative to its own norm, $L$ is here no harder to represent than $\Psi$, because for $\gamma=\tfrac12$ bohr$^{-1}$ the ratio $\|L\|/\|\Psi\|$ happens to be 2.06. For $\gamma=1$ bohr$^{-1}$ that ratio is 1.57, and the relative error of $L$ is 1.3 to 1.4 times that of $\Psi$. Since $\|R\|<\|\Psi\|$, the relative gain for $R$ is likewise smaller than the ratio of the tabulated errors.

The transformation has not removed the linear cusp from the problem. It has taken the cusp out of the right vector and added it to the left one.

Next, $\bar H$ is diagonalized in the first ten functions. For the comparison with the exact functions, $\tilde R$ is scaled so that $\langle L|\tilde R\rangle=\langle L|R\rangle$, and $\tilde L$ so that $\langle\tilde L|R\rangle=\langle L|R\rangle$. The relative errors are then

$$\frac{\|\delta R\|}{\|R\|}=2.5\times10^{-4},\qquad\frac{\|\delta L\|}{\|L\|}=5.3\times10^{-3}.$$

The left vector is about 21 times less accurate. The relation $L=e^{2\tau}R$ holds only approximately, since $e^{2\tau}\tilde R$ has a cusp and lies outside the span of the basis. After the best choice of scale, $\tilde L$ and $e^{2\tau}\tilde R$ differ by $5.4\times10^{-3}$ of the norm of $\tilde L$. This is about the size of the error of $\tilde L$ itself, for the following reason. Without rescaling, the difference is

$$\tilde L-e^{2\tau}\tilde R=\delta L-e^{2\tau}\delta R .$$

Here $2\tau<1/\gamma=2$, so the second term is at most $e^2\|\delta R\|$. Since $\tau\ge0$ also gives $\|R\|\le\|L\|$, this is at most $1.9\times10^{-3}$ of $\|L\|$. The error of the left vector is the larger part.

One could discard $\tilde L$ and use $e^{2\tau}\tilde R$ as the left function. Then

$$\langle e^{2\tau}\tilde R|\bar H|\tilde R\rangle=\langle e^{\tau}\tilde R|H|e^{\tau}\tilde R\rangle,\qquad\langle e^{2\tau}\tilde R|\tilde R\rangle=\langle e^{\tau}\tilde R|e^{\tau}\tilde R\rangle .$$

This is the ordinary expectation value of $H$ in the correlated function $e^{\tau}\tilde R$. For the ground state it is an upper bound to the energy. It brings back integrals over $e^{2\tau}$, which for a sum of pair terms couples all electrons at once. Solving for $\tilde L$ in the basis avoids those integrals and gives up the bound.

In the same ten functions, the ordinary Hamiltonian gives an energy $4.9\times10^{-4}$ hartree too high. The transcorrelated one gives an error of $-1.9\times10^{-5}$ hartree, about 26 times smaller in magnitude and below the exact energy. This factor is particular to $\gamma=\tfrac12$ bohr$^{-1}$. In ten functions the error passes through zero between $\gamma=0.6$ and $0.75$ bohr$^{-1}$, and the factor is 11 for $\gamma=\tfrac14$, 8 for $\gamma=1$ and 2 for $\gamma=2$ bohr$^{-1}$. The right side of (9), evaluated with the exact and approximate functions, also gives $-1.9\times10^{-5}$ hartree. The errors of the vectors alone do not supply such an estimate, because $\bar H-E$ is an unbounded operator and the product of two norms does not limit its matrix element.

The biorthogonal value of $\langle r^2\rangle$ in this basis is 8.20959 bohr$^2$. It lies below the exact 8.21023 bohr$^2$ by $7.8\times10^{-5}$ of that value. Adding $\lambda r^2$ to the Hamiltonian and differentiating the lowest eigenvalue numerically also gives 8.20959 bohr$^2$. This agrees with (10), which refers to the eigenvalue of the finite matrix and does not require the vectors to be exact.

## Computed values

```
trap frequency omega = 0.5 hartree; gamma = 0.5 1/bohr
total local energy at a 6D point [hartree], H, Hbar, adjoint: 2.00000000 2.00000000 2.00000000
relative energy from Hbar, 30 functions = 1.25000000 hartree
first excited relative s energy = 2.190117 hartree
s-wave cusp slopes [1/bohr]: Psi 0.50000, R 0.00000 (magnitude), L 1.00000
p-wave cusp slopes [1/bohr]: R -0.25000, L 0.75000
p-wave relative energy = 1.609657 hartree
r [bohr], R, L, L/R, exp(2 tau) (dimensionless functions)
  0.0 1.000000 1.000000 1.000000 1.000000
  1.0 0.893147 1.961941 2.196661 2.196661
  2.0 0.644698 2.282492 3.540405 3.540405
  4.0 0.171007 0.963943 5.636873 5.636873
largest relative deviation of L/R for r < 6 bohr = 2.9e-12
coefficients of r, r^2, r^3 [bohr^-1, bohr^-2, bohr^-3]
  Psi: 0.500000 -0.125000 -0.062500
  R: 0.000000 -0.125000 0.020833
  L: 1.000000 0.125000 -0.145833
normalized overlap <R0|R1> = 0.259978
normalized |<R0|exp(2 tau)|R1>| = 1.2e-14
expectation values: exact, <L|O|R>, <R|O|R>, <L|O|L>
  r [bohr]: 2.684659 2.684659 2.399060 2.935316
  r^2 [bohr^2]: 8.210227 8.210227 6.761800 9.595842
  1/r [1/bohr]: 0.447443 0.447443 0.529439 0.393187
relative kinetic energy [hartree]: exact 0.289418, transformed 0.289418, untransformed 0.262889
smooth-basis projection error norms [bohr^(3/2)]: n, Psi, R, L
  10 2.168e-02 4.858e-04 4.461e-02
  20 8.766e-03 1.263e-04 1.773e-02
  40 3.615e-03 2.957e-05 7.267e-03
L/Psi error ratio at n=40 = 2.0099
ten smooth functions:
  energy error of H = 4.887e-04 hartree
  energy error of Hbar = -1.897e-05 hartree
  bilinear formula for the latter = -1.897e-05 hartree
  relative error norms: R 2.506e-04, L 5.269e-03
  relative violation of L = exp(2 tau) R = 5.449e-03
  biorthogonal r^2 = 8.209588 bohr^2
  energy derivative = 8.209588 bohr^2
```
